# Density-Matrix Perturbation Theory from the Differentiated SP2 Recursion

## The form of the response

Let $H(\lambda)=H_0+\lambda H_1$ be a real symmetric matrix in an orthonormal basis, and let $P(\lambda)$ project onto its $N$ lowest eigenvectors. We want $P_1=dP/d\lambda$ at $\lambda=0$. Symmetry and dimensions fix this quantity up to one pure number.

Let $H_0|p\rangle=\varepsilon_p|p\rangle$, with nondegenerate levels for the moment. Reversing the sign of any eigenvector leaves $H_0$ unchanged. Under such reversals $(H_1)_{pq}$ and $(P_1)_{pq}$ acquire the same factor $s_ps_q$, where each $s$ is $\pm1$. Since $P_1$ is linear in $H_1$, an off-diagonal element $(P_1)_{pq}$ can depend on $(H_1)_{pq}$ alone. A diagonal $H_1$ merely shifts levels, and an $H_1$ that couples two occupied levels, or two virtual ones, mixes vectors within one subspace. Neither changes the projector at first order. What remains is the coupling of an occupied level $i$ to a virtual level $a$:

$$(P_1)_{ia}=K_{ia}\,(H_1)_{ia}. \tag{1}$$

A perturbation with this single coupling acts only in the plane of $|i\rangle$ and $|a\rangle$, so $K_{ia}$ depends on no other level. Adding a constant to $H_0$ leaves $P$ unchanged, so $K_{ia}$ depends on the difference $\varepsilon_i-\varepsilon_a$. Finally, $P$ is dimensionless, so $K_{ia}$ is an inverse energy:

$$K_{ia}=\frac{c}{\varepsilon_i-\varepsilon_a}. \tag{2}$$

The number $c$ must come from a calculation. The calculation below uses matrix products and no eigenvectors; the eigenvectors enter only in the proof. It gives $c=1$, and it also covers degenerate levels within either subspace.

## The SP2 recursion

Assume a gap between the highest occupied level (HOMO) and the lowest virtual level (LUMO). Choose fixed bounds $\varepsilon_-$ and $\varepsilon_+$ with every level strictly between them, and set $w=\varepsilon_+-\varepsilon_-$. SP2 starts from

$$X_0=\frac{\varepsilon_+I-H}{w}, \tag{3}$$

whose eigenvalues lie strictly between 0 and 1, the lowest energy having the largest eigenvalue. It continues with

$$X_{n+1}=\begin{cases}X_n^2, & \mathrm{Tr}\,X_n>N,\\ 2X_n-X_n^2, & \mathrm{Tr}\,X_n\le N.\end{cases} \tag{4}$$

The first branch lowers the trace by $\mathrm{Tr}(X_n-X_n^2)$ and the second raises it by the same amount, so a step taken with $\mathrm{Tr}\,X_n\ne N$ moves the trace towards or past $N$.

On an eigenvalue $x$ the branches act as $g(x)=x^2$ and $g(x)=2x-x^2$. Their slopes, $2x$ and $2(1-x)$, are positive on $(0,1)$, and both polynomials map this interval into itself. The order of the eigenvalues is therefore kept.

We assume that the unperturbed run converges, in the sense that

$$\mathrm{Tr}(X_n-X_n^2)\to0,\qquad \mathrm{Tr}\,X_n\to N. \tag{5}$$

Both quantities can be monitored during a run. The first is a sum of nonnegative terms $x(1-x)$, so every eigenvalue approaches the set $\{0,1\}$. The second says that, late in the run, $N$ of them are near 1. Because the order is kept, these belong to the $N$ lowest levels. Hence $X_n\to P_0$, the unperturbed projector.

## Differentiating the recursion

Write $Y_n=dX_n/d\lambda$ at $\lambda=0$; from here on $X_n$ denotes the unperturbed matrix. The choice of branch is discrete. We freeze the sequence found in the unperturbed run, which makes $X_n(\lambda)$ a fixed polynomial in $H(\lambda)$. If no trace equals $N$ during a finite run, a sufficiently small $\lambda$ would not have changed the sequence anyway.

Equation (3) gives

$$Y_0=-\frac{H_1}{w}. \tag{6}$$

Since $X_n$ and $Y_n$ need not commute, the product rule must keep their order: $d(X_n^2)/d\lambda=X_nY_n+Y_nX_n$. With $\{A,B\}=AB+BA$, the two branches become

$$Y_{n+1}=\begin{cases}\{X_n,Y_n\}, & \text{if } X_{n+1}=X_n^2,\\ 2Y_n-\{X_n,Y_n\}, & \text{if } X_{n+1}=2X_n-X_n^2.\end{cases} \tag{7}$$

Equations (6) and (7) are the first-order form of Niklasson–Challacombe density-matrix perturbation theory. Both matrices are symmetric, so $Y_nX_n=(X_nY_n)^T$. One step thus needs the product $X_n^2$ and one further product, $X_nY_n$. The cost grows linearly with system size only if both matrices stay sparse when small elements are dropped. The results below are for untruncated matrices.

## The product of factors telescopes

Let $f_n(\varepsilon)$ be the scalar polynomial obtained by applying (3) and the first $n$ frozen branches to an energy $\varepsilon$. In the eigenbasis of $H_0$, $X_n$ is diagonal with elements $x_p^{(n)}=f_n(\varepsilon_p)$. Therefore

$$\{X_n,Y_n\}_{pq}=\bigl(x_p^{(n)}+x_q^{(n)}\bigr)(Y_n)_{pq}, \tag{8}$$

and (7) multiplies each element of $Y_n$ by a number:

$$(Y_{n+1})_{pq}=m_{pq}^{(n)}(Y_n)_{pq},\qquad m_{pq}^{(n)}=\begin{cases}x_p^{(n)}+x_q^{(n)},\\ 2-x_p^{(n)}-x_q^{(n)}.\end{cases} \tag{9}$$

These factors are difference quotients of the branch polynomials. For $x\ne y$,

$$\frac{x^2-y^2}{x-y}=x+y,\qquad \frac{(2x-x^2)-(2y-y^2)}{x-y}=2-(x+y). \tag{10}$$

Take two levels with $\varepsilon_p\neq\varepsilon_q$. The branches are strictly increasing, so $x_p^{(n)}\ne x_q^{(n)}$ at every $n$, and

$$m_{pq}^{(n)}=\frac{x_p^{(n+1)}-x_q^{(n+1)}}{x_p^{(n)}-x_q^{(n)}}. \tag{11}$$

In the product over steps $0$ to $n-1$ each numerator cancels the next denominator. With (6),

$$(Y_n)_{pq}=-\frac{(H_1)_{pq}}{w}\,\frac{x_p^{(n)}-x_q^{(n)}}{x_p^{(0)}-x_q^{(0)}}. \tag{12}$$

From (3), $x_p^{(0)}-x_q^{(0)}=-(\varepsilon_p-\varepsilon_q)/w$. The two minus signs and the two factors $w$ cancel:

$$(Y_n)_{pq}=G_{pq}^{(n)}(H_1)_{pq},\qquad G_{pq}^{(n)}=\frac{f_n(\varepsilon_p)-f_n(\varepsilon_q)}{\varepsilon_p-\varepsilon_q}. \tag{13}$$

For equal energies, whether $p=q$ or the levels are degenerate, the factor in (9) is $2x$ or $2-2x$, which is the slope $g'(x)$. The chain rule then gives

$$G_{pq}^{(n)}=f_n'(\varepsilon_p)\qquad(\varepsilon_p=\varepsilon_q). \tag{14}$$

## The limit for unequal levels

Let $\theta_p$ be 1 for an occupied level and 0 for a virtual one. Since $f_n(\varepsilon_p)\to\theta_p$, equation (13) gives

$$G_{pq}^{(n)}\to\frac{\theta_p-\theta_q}{\varepsilon_p-\varepsilon_q}\qquad(\varepsilon_p\ne\varepsilon_q). \tag{15}$$

This vanishes for two occupied or two virtual levels. For an occupied–virtual pair it is $1/(\varepsilon_i-\varepsilon_a)$, so $c=1$ in (2).

The approach to this limit is also known. With $y_i=1-x_i$ for the remaining hole in an occupied level,

$$G_{ia}^{(n)}=\frac{1-y_i^{(n)}-x_a^{(n)}}{\varepsilon_i-\varepsilon_a}. \tag{16}$$

The error of this kernel element, relative to its limit, has magnitude $y_i^{(n)}+x_a^{(n)}$. The occupied–virtual response thus converges together with the eigenvalues of $X_n$.

## The limit for equal levels

Equation (14) needs a separate argument: convergence of the values $f_n(\varepsilon_p)$ does not by itself make the slopes vanish. For an occupied level the slope is multiplied by $2(1-y_i)$ in a squaring step and by $2y_i$ in the other. The first factor is close to 2 late in the run, so a long series of squarings would make the slope grow. We must show that the trace rule prevents this.

Define

$$S_o=\sum_i y_i,\qquad S_v=\sum_a x_a,\qquad \mathrm{Tr}\,X_n-N=S_v-S_o. \tag{17}$$

SP2 squares when $S_v>S_o$. By (5) both sums tend to zero, and because the bounds are strict both remain positive. Squaring changes a hole to $1-(1-y)^2=y(2-y)\ge y$; the other branch changes it to $1-(2x-x^2)=y^2$. If SP2 only squared from some step on, $S_o$ could not fall to zero. If it never squared again, $x_a\to x_a(2-x_a)\ge x_a$ would keep $S_v$ from falling to zero. Both branches therefore recur indefinitely.

Now consider a run of squarings preceded by a step of the other kind. Let $S_o=s$ before that preceding step; the branch chosen there implies $S_v\le s$. Let $N_o=N$ and $N_v$ be the numbers of occupied and virtual levels. The preceding step gives

$$S_v\le2s,\qquad S_o=\sum_i y_i^2\ge\frac{s^2}{N_o}, \tag{18}$$

where the last relation is the Cauchy–Schwarz inequality. Each squaring replaces $S_v$ by $\sum_a x_a^2\le S_v^2$ and does not lower $S_o$. After two squarings,

$$S_v\le\bigl[(2s)^2\bigr]^2=16s^4,\qquad S_o\ge\frac{s^2}{N_o}. \tag{19}$$

If $16N_os^2<1$, then $S_v<S_o$ and the next step is not a squaring. Exchanging the roles of holes and virtual eigenvalues gives the same result for runs of the other branch, once $16N_vS_v^2<1$ before the preceding squaring. So, late in the run, no branch is taken more than twice in succession.

Any three successive late steps then contain both branches. For an occupied level, one of the three factors is $2y_i$ and the other two are at most 2. The slope changes over the three steps by a factor of at most

$$2\cdot2\cdot2\max y_i=8\max y_i\to0, \tag{20}$$

where the maximum is over the three steps. For a virtual level the squaring step supplies the small factor $2x_a$. Since the slope can grow by no more than a factor of 4 inside such a window, it follows that

$$f_n'(\varepsilon_p)\to0 \tag{21}$$

for every level. All elements between equal levels vanish in the limit.

The strict bounds cannot be dropped altogether. Suppose that the only occupied level lies on $\varepsilon_-$. Then $y=0$ throughout, so $S_v>S_o=0$ and SP2 squares at each step. The matrices $X_n$ converge to $P_0$, yet the slope doubles each time. For one virtual level starting at $x=0.3$, the slope with respect to the initial eigenvalue after 20 steps is $2^{20}=1048576$ in exact arithmetic. (In floating point the outcome depends on rounding. If $X$ is diagonal, the trace rounds to $N$ once $x$ falls below the rounding unit, the other branch is taken and the growth stops. In another basis rounding can leave the trace just above $N$, and the doubling then goes on.) If the initial hole is 0.01 instead, the corresponding slope is below $10^{-6}$. Thus, in exact arithmetic, $Y_n$ can diverge although $X_n$ converges, provided that the diagonal element of $H_1$ is nonzero.

Finite precision calls for a related precaution. Once $S_o$ and $S_v$ are comparable with rounding errors, their comparison no longer selects a meaningful branch. Near convergence one can alternate the branches instead. Every pair of steps then contains both, and the argument for (21) still applies.

The result does not depend on keeping the bounds fixed under the perturbation, as long as they remain strict. If they vary smoothly, with derivatives $\varepsilon_+'$ and $w'$, differentiation of (3) gives

$$Y_0=-\frac{H_1}{w}+\frac{\varepsilon_+'}{w}I-\frac{w'}{w}X_0. \tag{22}$$

The extra terms are diagonal in the eigenbasis of $H_0$. The recursion is linear in $Y$, so they evolve separately and are multiplied by the slope factors that tend to zero. The limit is unchanged.

## The sum over states

Equations (15) and (21) together give

$$\lim_{n\to\infty}Y_n=\sum_{i}^{\mathrm{occ}}\sum_a^{\mathrm{virt}}\frac{|i\rangle\langle i|H_1|a\rangle\langle a|+|a\rangle\langle a|H_1|i\rangle\langle i|}{\varepsilon_i-\varepsilon_a}. \tag{23}$$

The second term has the same denominator as the first because exchanging $p$ and $q$ in (15) changes the sign of both numerator and denominator.

It remains to show that (23) is the derivative of the true projector, since a limit and a derivative may not be interchanged without proof. With an open gap, $P(\lambda)$ is a contour integral of the resolvent $(z-H)^{-1}$ around the occupied levels. The contour avoids the spectrum for small $\lambda$, so $P(\lambda)$ is differentiable. Differentiating $P^2=P$ gives

$$P_0P_1+P_1P_0=P_1\quad\Rightarrow\quad(\theta_p+\theta_q-1)(P_1)_{pq}=0. \tag{24}$$

The bracket is $1$ for two occupied levels and $-1$ for two virtual ones, so those elements vanish. Differentiating $[H,P]=0$ gives $[H_0,P_1]+[H_1,P_0]=0$, or

$$(\varepsilon_p-\varepsilon_q)(P_1)_{pq}+(\theta_q-\theta_p)(H_1)_{pq}=0. \tag{25}$$

For $p=i$ and $q=a$ this is $(P_1)_{ia}=(H_1)_{ia}/(\varepsilon_i-\varepsilon_a)$, in agreement with (23). Hence $Y_n\to P_1$.

The negative denominator has a direct meaning. For singly occupied levels the band energy is $E=\mathrm{Tr}(PH)$. Its first derivative is $\mathrm{Tr}(PH_1)$, because the other term, $\mathrm{Tr}(P_1H)$, involves only elements of $P_1$ that are diagonal in the eigenbasis of $H$, and these vanish. At $\lambda=0$ a second differentiation gives

$$\frac{d^2E}{d\lambda^2}=\mathrm{Tr}(P_1H_1)=2\sum_{ia}\frac{|(H_1)_{ia}|^2}{\varepsilon_i-\varepsilon_a}\le0. \tag{26}$$

Mixing with virtual states lowers the energy at second order. If the gap closes while the coupling across it stays finite, the response diverges and the expansion fails.

Here $H_1$ is given in advance. In a self-consistent mean-field theory the change of density alters the Hamiltonian, so $H_1$ itself depends on $P_1$. Equation (23) then holds for the total first-order Hamiltonian, which must be found self-consistently.

## A chain in a static field

Consider an open chain of 40 sites spaced by 1.5 Å. The hoppings alternate between $-3$ and $-2$ eV, starting with the stronger, and the site energies alternate between $+0.5$ and $-0.5$ eV. Twenty levels are doubly occupied. These are round model parameters and represent no particular material.

A field $F$ along $+z$ gives an electron of charge $-e$ the potential energy $eFz$. We take $\lambda=eF$ and $H_1=z$, a diagonal matrix of site positions measured from the centre, so $P_1$ has the unit Å/eV. Two electrons per level contribute the dipole $-2e\,\mathrm{Tr}(Pz)$. Differentiating with respect to $F$ gives another factor $e$, and the polarizability is

$$\alpha=-2e^2\,\mathrm{Tr}(P_1z)=4e^2\sum_{ia}\frac{|z_{ia}|^2}{\varepsilon_a-\varepsilon_i}. \tag{27}$$

The spectrum extends from $-5.011$ to $5.011$ eV, strictly inside the chosen bounds $-6$ and $7$ eV. The HOMO and LUMO lie at $-1.1673$ and $1.1673$ eV. Their initial eigenvalues are

$$x_H^{(0)}=\frac{7+1.1673}{13}=0.6283,\qquad x_L^{(0)}=\frac{7-1.1673}{13}=0.4487. \tag{28}$$

The site energies sum to zero, so $\mathrm{Tr}\,X_0=40\times7/13=21.5>20$ and the first step is a squaring. It multiplies the initial kernel $-1/13=-0.07692$ eV$^{-1}$ by $x_H^{(0)}+x_L^{(0)}=14/13=1.07692$, which gives $-0.08284$ eV$^{-1}$. Selected later values are:

| $n$ | $x_H$ | $x_L$ | $G_{HL}$ (eV$^{-1}$) | $G_{HH}$ (eV$^{-1}$) |
|---|---|---|---|---|
| 2 | 0.6336 | 0.3621 | −0.1163 | −0.117 |
| 9 | 0.7884 | 0.0127 | −0.3323 | −0.357 |
| 12 | 0.9960 | 0.0025 | −0.4256 | −0.027 |
| 16 | 1.0000 | 0.0000 | −0.4283 | −5.5 × 10⁻⁸ |

At $n=2$, equation (13) can be checked by hand: $(0.6336-0.3621)/(-2.3346)=-0.1163$ eV$^{-1}$. The limit is $-1/2.3346=-0.4283$ eV$^{-1}$, as (15) requires.

The diagonal kernel $G_{HH}$ grows in magnitude over the first four steps. From $n=4$ on $x_H$ stays above $1/2$, so a squaring (factor $2x_H>1$) enlarges the kernel and the other branch (factor $2-2x_H<1$) reduces it. Its magnitude is largest at $n=9$ and then collapses. At $n=12$ the error of $G_{HL}$ relative to its limit is $0.0040+0.0025=0.0065$, by (16). The unwanted $G_{HH}$ is still $0.027/0.428=0.063$ of that same limit, about ten times as much. This ratio depends on the step: the next step, of type $2X-X^2$, multiplies $G_{HH}$ by the small factor $2y_H$, and at $n=13$ it is only $2.2\times10^{-4}/0.428=5\times10^{-4}$ of the limit, while the error of $G_{HL}$, again relative to its limit, is $0.0050$. The same step, however, nearly doubles the LUMO kernel $G_{LL}$, from 0.040 to 0.079 of the limit, which is 16 times that error. Each diagonal kernel follows the residual of its own level with a growing factor. A step of type $2X-X^2$ squares $y_H$ and multiplies $G_{HH}$ by $2y_H$, so it doubles $|G_{HH}|/y_H$, while a late squaring leaves this ratio almost unchanged; for $|G_{LL}|/x_L$ the branches exchange roles. At $n=12$, 14 and 16 the larger of $|G_{HH}|$ and $|G_{LL}|$, relative to the limit, is about 10, 18 and 35 times $y_H+x_L$. The residual eigenvalue errors thus understate the diagonal kernels, by a factor that grows along the run. Close levels within one subspace behave alike, because their kernel (13) is then near the slope, and position couples them strongly: its element between the HOMO and the level below has magnitude 12.2 Å. At $n=12$ the largest off-diagonal element of $Y_n$ between two levels of the same subspace is still 0.17 of the largest element of $P_1$ in the eigenbasis. When $H_1$ has diagonal elements in the eigenbasis, or couples close levels of one subspace, a stopping test should examine $Y_n$ as well as $X_n$.

The HOMO–LUMO matrix element of position has magnitude 3.078 Å. That pair alone contributes

$$\alpha_{HL}=\frac{4\times(3.078)^2}{2.3346}\,e^2\,\text{Å}^2/\text{eV}=16.2\,e^2\,\text{Å}^2/\text{eV}. \tag{29}$$

The full trace in (27), evaluated with the converged SP2 response, is $35.6\,e^2$ Å$^2$/eV, so this pair supplies about 46 per cent of it. Multiplication by $1/(4\pi\epsilon_0)$, with $e^2/(4\pi\epsilon_0)=14.40$ eV Å, converts the total to a polarizability volume of 512 Å$^3$. With two electrons per level the band energy is $E=2\,\mathrm{Tr}(PH)$, and $-d^2E/dF^2$ gives the same $35.6\,e^2$ Å$^2$/eV in the numerical check.

This is the response of independent electrons with fixed hoppings. The field produced by the displaced charge is left out, so the value describes the model and is not a prediction for a real chain.

## Calculated quantities

```
sites 40, doubly occupied levels 20, spacing 1.5 angstrom
hoppings -3.0, -2.0 eV; site energies +-0.5 eV
bounds lo, hi: -6.0, 7.0 eV; width 13.0 eV
lowest, highest level: -5.0111, 5.0111 eV
HOMO, LUMO, gap: -1.1673, 1.1673, 2.3346 eV
1/(eps_HOMO - eps_LUMO): -0.428333 1/eV
n, branch leading to n, x_HOMO, x_LUMO, G_HL (1/eV), G_HH (1/eV)
 0 start   0.628255 0.448668 -0.076923 -7.692e-02
 1 X^2     0.394704 0.201303 -0.082840 -9.665e-02
 2 2X-X^2  0.633617 0.362083 -0.116307 -1.170e-01
 3 X^2     0.401471 0.131104 -0.115807 -1.483e-01
 4 2X-X^2  0.641763 0.245020 -0.169938 -1.775e-01
 5 2X-X^2  0.871666 0.430005 -0.189178 -1.272e-01
 6 X^2     0.759802 0.184904 -0.246248 -2.217e-01
 7 2X-X^2  0.942305 0.335619 -0.259863 -1.065e-01
 8 X^2     0.887939 0.112640 -0.332086 -2.007e-01
 9 X^2     0.788435 0.012688 -0.332278 -3.565e-01
10 2X-X^2  0.955240 0.025215 -0.398360 -1.508e-01
11 2X-X^2  0.997997 0.049794 -0.406147 -1.350e-02
12 X^2     0.995997 0.002479 -0.425556 -2.695e-02
13 2X-X^2  0.999984 0.004953 -0.426205 -2.158e-04
14 X^2     0.999968 0.000025 -0.428309 -4.315e-04
15 2X-X^2  1.000000 0.000049 -0.428312 -2.766e-08
16 X^2     1.000000 0.000000 -0.428333 -5.531e-08
17 2X-X^2  1.000000 0.000000 -0.428333 -2.272e-16
18 X^2     1.000000 0.000000 -0.428333 -4.544e-16
19 2X-X^2  1.000000 0.000000 -0.428333 0.000e+00
20 X^2     1.000000 0.000000 -0.428333 0.000e+00
SP2 steps: 20
max error of P0: 9.4e-16
recursion vs finite difference, relative: 1.3e-10
kernel vs divided differences, max: 3.1e-14 angstrom/eV
P1 vs sum over states, relative: 9.4e-15
P1 vs differentiated projector, relative: 3.7e-10
degenerate case vs differentiated projector, relative: 1.9e-11
effect of shifted start on limit, relative: 1.3e-15
random spectra 20, steps 60, longest late run: 2
largest final same-level slope below 1e-20: True
slope after 20 steps, level on bound: 1048576
slope after 20 steps, level inside: 0.0e+00
|z_HOMO,LUMO|: 3.0779 angstrom
HOMO-LUMO part of polarizability: 16.2316 e^2 angstrom^2/eV
polarizability from P1: 35.5538 e^2 angstrom^2/eV
polarizability from energy: 35.5538 e^2 angstrom^2/eV
e^2/(4 pi eps0): 14.3996 eV angstrom
polarizability volume: 511.96 angstrom^3
```
